# The PAW force and its projector term $D_{ij}-\varepsilon_n q_{ij}$

## A case with one orbital and one projector

Take one electron in a smooth orbital $\psi$, a fixed Hamiltonian $h$, and one atom at position $R$ on a line. The atom enters through a single projector function $p$, which moves with it. With $P=\langle p|\psi\rangle$, let the energy and the norm be

$$\varepsilon=\langle\psi|h|\psi\rangle+D|P|^2,\qquad 1=\langle\psi|\psi\rangle+q|P|^2 ,$$

where $D$ and $q$ are fixed real numbers. The second relation says that the true orbital holds a charge $q|P|^2$ near the atom that the smooth orbital lacks. Minimizing the energy under this constraint gives

$$(h+|p\rangle D\langle p|)\psi=\varepsilon(1+|p\rangle q\langle p|)\psi .$$

Now move the atom. Let $\psi'=d\psi/dR$, and let $\partial|P|^2$ be the derivative of $|P|^2$ when $p$ moves and $\psi$ is held fixed. Then

$$\frac{d\varepsilon}{dR}=2\,\mathrm{Re}\langle\psi'|h+|p\rangle D\langle p|\,|\psi\rangle+D\,\partial|P|^2 .$$

By the eigenvalue equation the first term is $\varepsilon\,2\,\mathrm{Re}\langle\psi'|1+|p\rangle q\langle p|\,|\psi\rangle$. Differentiating the norm shows that

$$2\,\mathrm{Re}\langle\psi'|1+|p\rangle q\langle p|\,|\psi\rangle=-q\,\partial|P|^2 .$$

Hence

$$-\frac{d\varepsilon}{dR}=-(D-\varepsilon q)\,\partial|P|^2 .$$

The part with $D$ is the direct change of energy. The part with $\varepsilon q$ arises because a frozen $\psi$ loses its normalization when the projector moves, and restoring the norm costs energy at the rate $\varepsilon$. The full PAW force has the same structure, with further terms for the other objects that travel with the atom.

## Setting and assumptions

Densities $n$ count electrons per volume, and potentials are potential energies of an electron. Atom $a$ sits at $\mathbf R_a$. The smooth orbitals $\tilde\psi_n$ have occupations $f_n$, and $T=-\hbar^2\nabla^2/(2m)$. For each atom there are real all-electron partial waves $\phi_i$, smooth partial waves $\tilde\phi_i$ and projectors $\tilde p_i$. The two kinds of partial wave agree in value and slope at the surface of the augmentation sphere. The atom label on $i,j$ is suppressed where no confusion arises. Define

$$\rho_{ij}=\sum_n f_n\langle\tilde\psi_n|\tilde p_i\rangle\langle\tilde p_j|\tilde\psi_n\rangle,\qquad \tilde n=\sum_n f_n|\tilde\psi_n|^2 .$$

The missing charge and its multipole moments are

$$q_{ij}=\int(\phi_i\phi_j-\tilde\phi_i\tilde\phi_j)\,d^3r,\qquad q^L_{ij}=\int(\phi_i\phi_j-\tilde\phi_i\tilde\phi_j)\,r^lY_L\,d^3r ,$$

where $L=(l,m)$, $Y_L$ is a real spherical harmonic, and the integrals run over the sphere. The compensation density restores these moments:

$$\hat n(\mathbf r)=\sum_a\sum_{ijL}\rho_{ij}\,q^L_{ij}\,g_l(|\mathbf r-\mathbf R_a|)\,Y_L(\widehat{\mathbf r-\mathbf R_a}),\qquad \int_0^\infty g_l\,r^{l+2}dr=1 .$$

Write $n_s=\tilde n+\hat n$. The energy is taken to be

$$E=\sum_n f_n\langle\tilde\psi_n|T|\tilde\psi_n\rangle+E_H[n_s]+\int v_{\rm ion}n_s+E_{xc}[n_s+\tilde n_c]+U+\sum_a\Delta E_a(\rho^a).\tag{1}$$

Here

$$E_H[n]=\frac12\,\frac{e^2}{4\pi\varepsilon_0}\iint\frac{n(\mathbf r)n(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r' ,$$

$v_{\rm ion}=v_H[\tilde n_{Zc}]$ is the potential of the smoothed ions (nucleus plus frozen core), $\tilde n_c$ is the pseudo-core density, and $U$ is the repulsion between ions. In this form $\hat n$ also enters $E_{xc}$. The last term, $\Delta E_a=E^1_a-\tilde E^1_a$, replaces the smooth energy inside the sphere by the all-electron one.

The assumptions are these.

1. The occupations $f_n$ are fixed, and $E_{xc}$ is differentiable.
2. The cores, partial waves, projectors and shapes $g_l$ are fixed atomic data that move rigidly with the atom and do not rotate.
3. The orbitals are expanded in a basis that does not depend on atomic positions, such as plane waves in a fixed cell.
4. At the geometry considered the orbitals are self-consistent, meaning that for every $\chi$ in the span of the basis
$$\langle\chi|H-\varepsilon_nS|\tilde\psi_n\rangle=0,\qquad \langle\tilde\psi_n|S|\tilde\psi_m\rangle=\delta_{nm},\tag{2}$$
with $H$ given in Lemma 1 and $S=1+\sum_{a,ij}|\tilde p_i\rangle q_{ij}\langle\tilde p_j|$. The orbitals can be continued differentiably to neighbouring geometries.

## The theorem

**Theorem.** Under these assumptions the force $\mathbf F_a=-dE/d\mathbf R_a$ is

$$\mathbf F_a=\mathbf F_{\rm ii}+\mathbf F_{\rm loc}+\mathbf F_{\rm comp}+\mathbf F_{\rm core}+\mathbf F_{\rm proj},$$

with

$$\mathbf F_{\rm ii}=-\frac{\partial U}{\partial\mathbf R_a},\qquad \mathbf F_{\rm loc}=-\int n_s\,\frac{\partial v_{\rm ion}}{\partial\mathbf R_a}\,d^3r,$$

$$\mathbf F_{\rm comp}=-\sum_{ijL}\rho_{ij}q^L_{ij}\int v_{\rm eff}\,\frac{\partial(g_lY_L)}{\partial\mathbf R_a}\,d^3r,\qquad \mathbf F_{\rm core}=-\int v_{xc}\,\frac{\partial\tilde n_c}{\partial\mathbf R_a}\,d^3r,$$

$$\mathbf F_{\rm proj}=-\sum_nf_n\sum_{ij}(D_{ij}-\varepsilon_nq_{ij})\,\frac{\partial}{\partial\mathbf R_a}\Big(\langle\tilde\psi_n|\tilde p_i\rangle\langle\tilde p_j|\tilde\psi_n\rangle\Big)_{\tilde\psi}.$$

Here $v_{xc}=\delta E_{xc}/\delta n$ is taken at $n_s+\tilde n_c$, $v_{\rm eff}=v_H[n_s]+v_{\rm ion}+v_{xc}$, the subscript $\tilde\psi$ means that the smooth orbitals are held fixed, and $D_{ij}=\partial E/\partial\rho_{ij}$ at fixed $\tilde n$.

The local ionic, compensation, pseudo-core and projector terms do not make up the whole force. The ion–ion term $\mathbf F_{\rm ii}$ must be added, and in the example below it is the largest of all.

## Lemma 1: the coefficients $D_{ij}$ and the Hamiltonian

**Lemma 1.** At fixed atomic positions a variation of the orbitals changes the energy by

$$\delta E=2\,\mathrm{Re}\sum_nf_n\langle\delta\tilde\psi_n|H|\tilde\psi_n\rangle,\qquad H=T+v_{\rm eff}+\sum_{a,ij}|\tilde p_i\rangle D_{ij}\langle\tilde p_j|,$$

with $D_{ij}=\hat D_{ij}+D^1_{ij}-\tilde D^1_{ij}$ and $\hat D_{ij}=\sum_Lq^L_{ij}\int v_{\rm eff}\,g_lY_L\,d^3r$.

*Proof.* The kernel of $E_H$ is symmetric, so the two factors of $n$ contribute equally and cancel the factor $\tfrac12$: $\delta E_H=\int v_H\,\delta n$. A change $\delta n_s$ in the three density terms of (1) therefore costs

$$\int(v_H[n_s]+v_{\rm ion}+v_{xc})\,\delta n_s=\int v_{\rm eff}\,(\delta\tilde n+\delta\hat n).$$

At fixed positions $\delta\hat n=\sum\delta\rho_{ij}\,q^L_{ij}g_lY_L$, so the second part is $\sum\hat D_{ij}\,\delta\rho_{ij}$.

For the sphere terms, let $n^1=\sum\rho_{ij}\phi_i\phi_j$ and $\tilde n^1_s=\sum\rho_{ij}(\tilde\phi_i\tilde\phi_j+\sum_Lq^L_{ij}g_lY_L)$. The energy $E^1$ is the kinetic energy of the $\phi_i$ plus the Hartree, ionic and exchange-correlation energies of $n^1$ with the true core. The energy $\tilde E^1$ is its smooth counterpart with $\tilde n^1_s$ and $\tilde n_c$. Let $v^1$ and $\tilde v^1$ be the corresponding effective potentials. The same differentiation gives

$$D^1_{ij}=t_{ij}+\int\phi_i\phi_j\,v^1,\qquad \tilde D^1_{ij}=\tilde t_{ij}+\int\tilde\phi_i\tilde\phi_j\,\tilde v^1+\sum_Lq^L_{ij}\int g_lY_L\,\tilde v^1 .$$

Here $t_{ij}=\frac{\hbar^2}{2m}\int\nabla\phi_i\cdot\nabla\phi_j$ over the sphere, and $\tilde t_{ij}$ is the same with $\tilde\phi$. Writing the kinetic energy with gradients instead of $-\nabla^2$ changes each of the two by a surface term. These surface terms are equal, because values and slopes match on the sphere, and they cancel in $t_{ij}-\tilde t_{ij}$.

Collecting terms,

$$\delta E=2\,\mathrm{Re}\sum_nf_n\langle\delta\tilde\psi_n|T|\tilde\psi_n\rangle+\int v_{\rm eff}\,\delta\tilde n+\sum_{a,ij}D_{ij}\,\delta\rho_{ij}.$$

Now $\delta\tilde n=2\,\mathrm{Re}\sum_nf_n\,\delta\tilde\psi_n^*\tilde\psi_n$, and

$$\delta\rho_{ij}=\sum_nf_n\big(\langle\delta\tilde\psi_n|\tilde p_i\rangle\langle\tilde p_j|\tilde\psi_n\rangle+\langle\tilde\psi_n|\tilde p_i\rangle\langle\tilde p_j|\delta\tilde\psi_n\rangle\big).$$

Since $D_{ij}$ is real and symmetric, exchanging $i$ and $j$ in the second product turns it into the complex conjugate of the first. The sum is thus twice a real part, and the stated $H$ follows. $\square$

The charge $\hat n$ can change in two ways. Its amplitude changes with $\rho_{ij}$, which is counted in $\hat D_{ij}$. Its shape moves with the atom, which is counted in $\mathbf F_{\rm comp}$. No contribution is counted twice.

## Lemma 2: the response of the orbitals

**Lemma 2.** Let the atom move along one Cartesian direction, and let a dot denote the total derivative with respect to that coordinate. For orbitals that stay in the span of the fixed basis and stay normalized with $S$,

$$2\,\mathrm{Re}\sum_nf_n\langle\dot{\tilde\psi}_n|H|\tilde\psi_n\rangle=-\sum_nf_n\varepsilon_n\langle\tilde\psi_n|\dot S|\tilde\psi_n\rangle .$$

*Proof.* The basis does not move, so $\dot{\tilde\psi}_n$ lies in its span and may be used as $\chi$ in (2). This gives $\langle\dot{\tilde\psi}_n|H|\tilde\psi_n\rangle=\varepsilon_n\langle\dot{\tilde\psi}_n|S|\tilde\psi_n\rangle$. Differentiating $\langle\tilde\psi_n|S|\tilde\psi_n\rangle=1$ gives

$$2\,\mathrm{Re}\langle\dot{\tilde\psi}_n|S|\tilde\psi_n\rangle+\langle\tilde\psi_n|\dot S|\tilde\psi_n\rangle=0 .$$

Multiply by $f_n\varepsilon_n$, which is real, and sum. $\square$

The proof does not ask how the orbitals respond. It needs normalization along the path and equation (2) at the starting point. Frozen orbitals that are merely re-orthonormalized after the displacement therefore give the same first derivative of the energy as fully relaxed ones.

## Proof of the theorem

By the chain rule, $dE/d\mathbf R_a$ is the derivative through the orbitals plus the derivative at fixed orbitals. Lemma 2 supplies the first. Only the projectors in $S$ depend on $\mathbf R_a$, so it equals

$$-\sum_nf_n\varepsilon_n\sum_{ij}q_{ij}\,\frac{\partial}{\partial\mathbf R_a}\Big(\langle\tilde\psi_n|\tilde p_i\rangle\langle\tilde p_j|\tilde\psi_n\rangle\Big)_{\tilde\psi}.\tag{3}$$

At fixed orbitals the kinetic term and $\tilde n$ do not change. The position enters (1) in five places.

- In $U$, which gives $\partial U/\partial\mathbf R_a$.
- In $v_{\rm ion}$, which gives $\int n_s\,\partial v_{\rm ion}/\partial\mathbf R_a$.
- In the shapes $g_lY_L$ at fixed $\rho_{ij}$. They change $n_s$, and by the first step of Lemma 1 the cost is $\int v_{\rm eff}$ times that change.
- In $\tilde n_c$, which appears in $E_{xc}$ alone among the terms outside the spheres. The cost is $\int v_{xc}\,\partial\tilde n_c/\partial\mathbf R_a$.
- In the projectors, and so in $\rho_{ij}$. By Lemma 1 the cost is $\sum_{ij}D_{ij}\,\partial\rho_{ij}/\partial\mathbf R_a$.

The sphere energies $\Delta E_a$ give nothing further. Written in the variable $\mathbf r-\mathbf R_a$, their integrands contain fixed atomic functions and $\rho_{ij}$, so the position enters them through $\rho_{ij}$ alone.

The last item is

$$\sum_nf_n\sum_{ij}D_{ij}\,\frac{\partial}{\partial\mathbf R_a}\Big(\langle\tilde\psi_n|\tilde p_i\rangle\langle\tilde p_j|\tilde\psi_n\rangle\Big)_{\tilde\psi}.$$

It contains the same derivative as (3). Adding the two gives the factor $D_{ij}-\varepsilon_nq_{ij}$, and an overall change of sign turns $dE/d\mathbf R_a$ into the force. $\square$

## Remarks

**Plane-wave form.** Let $\Omega$ be the cell volume and $w(\mathbf r)=\sum_{\mathbf G}w_{\mathbf G}e^{i\mathbf G\cdot\mathbf r}$. For a function $h(\mathbf r-\mathbf R_a)$ carried by the atom, the substitution $\mathbf r=\mathbf R_a+\mathbf s$ gives $h_{\mathbf G}=e^{-i\mathbf G\cdot\mathbf R_a}\,\Omega^{-1}\int h(\mathbf s)e^{-i\mathbf G\cdot\mathbf s}d^3s$. Its derivative is $-i\mathbf G\,h_{\mathbf G}$, and for real $w$

$$-\int w\,\frac{\partial h}{\partial\mathbf R_a}\,d^3r=i\,\Omega\sum_{\mathbf G}\mathbf G\,w^*_{\mathbf G}h_{\mathbf G}.$$

This covers the local, compensation and pseudo-core terms. For orbitals at zero crystal momentum with coefficients $c_{n\mathbf G}$, the projector term needs $\langle\tilde\psi_n|\partial\tilde p_i\rangle=-i\sum_{\mathbf G}\mathbf G\,c^*_{n\mathbf G}\,\tilde p_{i\mathbf G}$, where $\tilde p_{i\mathbf G}$ is the overlap of the normalized plane wave with $\tilde p_i$. By the symmetry of the coefficients,

$$\mathbf F_{\rm proj}=-2\,\mathrm{Re}\sum_nf_n\sum_{ij}(D_{ij}-\varepsilon_nq_{ij})\langle\tilde\psi_n|\partial\tilde p_i\rangle\langle\tilde p_j|\tilde\psi_n\rangle .$$

**Zero of potential.** Add a constant $c$ to $v_{\rm eff}$. The $l=0$ moment is $q^{00}_{ij}=q_{ij}Y_{00}$, and $\int g_0Y_{00}\,d^3r=4\pi Y_{00}$. Shapes with $l>0$ integrate to zero, so $\hat D_{ij}$ changes by $4\pi Y_{00}^2\,c\,q_{ij}=c\,q_{ij}$. Then $H$ becomes $H+cS$ and $\varepsilon_n$ becomes $\varepsilon_n+c$. The difference $D_{ij}-\varepsilon_nq_{ij}$ is unchanged, while its two parts depend on the chosen zero. $\mathbf F_{\rm comp}$ is also unchanged, because moving a shape does not change its integral.

**Norm conservation.** If all $q_{ij}=0$, then $S=1$ and the projector term keeps $D_{ij}$ alone. The projector term then has the form it takes for a norm-conserving nonlocal potential. The moments $q^L_{ij}$ with $l>0$ need not vanish, so $\mathbf F_{\rm comp}$ can remain, and $D_{ij}$ still depends on the density.

**Moving basis functions.** If the basis functions $\chi_\mu$ move with the atoms, $\dot{\tilde\psi}_n$ contains the part $\eta_n=\sum_\mu c_{n\mu}\dot\chi_\mu$, which can leave the span. Equation (2) does not apply to it, and $dE/d\mathbf R_a$ acquires the extra term $2\,\mathrm{Re}\sum_nf_n\langle\eta_n|H-\varepsilon_nS|\tilde\psi_n\rangle$.

**Changing occupations.** At fixed orbitals $\partial E/\partial f_n=\langle\tilde\psi_n|H|\tilde\psi_n\rangle=\varepsilon_n$. If the $f_n$ vary with position, the force on the energy $E$ therefore contains the further term $-\sum_n\varepsilon_n\,df_n/d\mathbf R_a$.

**Overlapping spheres.** The theorem gives the derivative of (1) whatever the quality of (1). The correction $\Delta E_a$ is built sphere by sphere for spheres that do not overlap. If they do overlap, (1) can depart further from the all-electron energy, and the force is then the derivative of that approximate energy.

## A worked example

Two identical model atoms stand at $(0.5,0.5,0.5)$ and $(1.7,1.4,2.5)$ Å in a periodic cube of edge 6 Å. Their separation is $\sqrt{1.2^2+0.9^2+2.0^2}=2.5$ Å. Each atom has a nucleus of charge 4, two core electrons and two valence electrons. All Gaussians below have the form $e^{-r^2/w^2}$.

- The core has $w=0.2$ Å. The smoothed ion has charge 2 and $w=0.5$ Å.
- The pseudo-core holds 0.5 electron with $w=0.4$ Å. The compensation shapes are $g_l\propto r^le^{-r^2/w^2}$ with $w=0.4$ Å.
- The sphere radius is $r_c=1.2$ Å. The smooth s and p waves have radial parts $(r/b)^le^{-r^2/2b^2}$ with $b=1$ Å. The all-electron waves carry the extra factor $1+a_l(1-r^2/r_c^2)^3$, with $a_0=0.3$ and $a_1=0.2$.
- The projectors are proportional to $(1-r^2/r_c^2)^2\tilde\phi_i$, scaled so that $\langle\tilde p_i|\tilde\phi_i\rangle=1$.

These waves are chosen functions, not solutions for an element, which the theorem does not require. About 0.9% of the smoothed ionic charge lies outside the sphere. This limits how well (1) represents an all-electron system, but the theorem still gives the derivative of (1), since its proof does not require that charge to lie inside the sphere.

Exchange is the local Dirac form and correlation is omitted. The orbitals use the 257 plane waves below 70 eV at zero crystal momentum, and the densities use a grid of $35^3$ points. The average electrostatic potential of the cell is set to zero. Iterating the generalized eigenvalue problem to self-consistency gives two doubly occupied levels, at $-14.33$ and $-13.49$ eV.

For the s channel of atom 1, $q_{ss}=0.0394$ and $D_{ss}=-3.29$ eV. The coefficients in the force are

$$D_{ss}-\varepsilon_1q_{ss}=-3.29+0.56=-2.73\ \text{eV},\qquad D_{ss}-\varepsilon_2q_{ss}=-3.29+0.53=-2.76\ \text{eV}.$$

They differ between the orbitals, so the projector force cannot be computed from the derivative $\partial\rho_{ij}/\partial\mathbf R_a$ at fixed orbitals alone. It also needs the corresponding sum weighted with $f_n\varepsilon_n$.

The components of the force on atom 1 along the direction to atom 2 are, in eV/Å:

| Term | Force |
|---|---:|
| ion–ion | −6.8442 |
| local ionic | +6.7487 |
| compensation | +0.0179 |
| pseudo-core | −0.0027 |
| projector, $D_{ij}$ part | −0.0363 |
| projector, $-\varepsilon_nq_{ij}$ part | −0.0091 |
| total | −0.1257 |

The negative total means repulsion. It equals $-0.201$ nN. The digits belong to this basis and cell and are not converged values for the model pair. Raising the cutoff to 140 and 220 eV changes the total to $-0.059$ and $-0.061$ eV/Å, and at 220 eV the levels are $-14.15$ and $-13.42$ eV and $D_{ss}=-3.25$ eV. At 70 eV, cubes of edge 8 and 10 Å give $-0.101$ and $-0.109$ eV/Å. The sign is the same in all these settings. The theorem holds in any fixed basis, so the comparison with energy differences below does not need convergence, but the shares quoted for the separate terms refer to 70 eV and 6 Å only. The ion–ion entry is that of the periodic array with the $\mathbf G=0$ term dropped, which amounts to a uniform neutralizing background; an isolated pair of charges 2 at 2.5 Å would repel with $4\times14.40/2.5^2=9.22$ eV/Å. The first two entries nearly cancel and leave $-0.0955$ eV/Å. The remaining four terms add up to $-0.0302$ eV/Å, small beside either entry but about a third of their sum. The complete projector term, $-0.0454$ eV/Å, is more than a third of the total.

The energy differences show where $\varepsilon_nq_{ij}$ comes from. Displace atom 1 by $\pm0.001$ Å along the axis and take the central difference of the energy. With the orbitals frozen and left unnormalized, the force is $-0.1166$ eV/Å, which is the total without the $\varepsilon_nq_{ij}$ part. With the same orbitals re-orthonormalized at each displaced position, it is $-0.1257$ eV/Å. Central differences of self-consistent energies, taken along the three Cartesian axes and projected on the bond, also give $-0.1257$ eV/Å. With the zero of potential chosen here, leaving out $\varepsilon_nq_{ij}$ would misstate this force by 7% of its value. That share has no fixed meaning: by the remark on the zero of potential, a shift $c$ moves force between the $D_{ij}$ and $\varepsilon_nq_{ij}$ parts, and it changes the unnormalized result as well, since the electron count varies along that path. The complete projector term, the other four terms of the theorem and the total are independent of $c$.

The Cartesian components of the force are $(-0.0661,-0.0493,-0.0952)$ eV/Å, which is not quite parallel to the bond. An isolated pair would have rotational symmetry about its axis and could carry no transverse force. The periodic calculation lacks that symmetry, since the array of images, the set of plane waves and the grid are all cubic. A transverse component, here 0.009 eV/Å, is therefore allowed. Its size depends on the setting: it is 0.005 eV/Å at a cutoff of 220 eV in the same cell, and 0.004 eV/Å at 70 eV in a cube of edge 10 Å.
